# Why elastic relief of a small ripple grows linearly with wavenumber

**Q:** I grow strained films, and their surfaces sometimes ripple. I am told that a ripple of wavenumber $k$ relieves elastic energy in proportion to $k$, because the perturbed energy density goes as $k^2$ and reaches down a distance $1/k$. Why should a perturbation that costs energy relieve any?

**A:** The objection is fair, because "perturbed energy density" hides two different quantities. Let the solid fill the space below $h(x)=A\cos kx$, with $kA\ll1$, and let nothing vary along $y$. Before relaxing, it carries a uniform in-plane stress $s$, positive in tension, and no stress on planes normal to $z$. Let the surface relax by a displacement $u$ that is periodic in $x$, so that the mean strain is held fixed, and let $e$ be the strain of $u$. In linear elasticity, with $C$ the stiffness, the energy is

$$U=U_0+\int s\,e_{xx}\,dV+\tfrac12\int e\,C\,e\,dV .$$

Here $U_0$ is the energy of the unrelaxed ripple. It equals that of the flat solid, since the energy density is uniform and the ripple leaves the volume unchanged.

At equilibrium $U$ is stationary. Replace $u$ by $(1+\eta)u$ and set the derivative at $\eta=0$ to zero:

$$\int s\,e_{xx}\,dV+\int e\,C\,e\,dV=0 .$$

Substituting for the first integral gives

$$U-U_0=-\tfrac12\int e\,C\,e\,dV\equiv-Q .$$

So the relief equals the energy $Q$ that the added strain would store on its own. I call that strain and its stress the correction field. Its density is quadratic in the field, and this is the density that your argument needs. The actual local change of energy density also contains $s\,e_{xx}$, which is of first order.

**Q:** Then why is the correction field proportional to $k$, and what sets its depth?

**A:** The surface must be free of traction. Its normal is along $(-h',1)$. With $t$ the correction stress, the two traction components give

$$-(s+t_{xx})h'+t_{xz}=0,\qquad -t_{xz}h'+t_{zz}=0 .$$

To first order in $A$ these become $t_{xz}=s\,h'=-sAk\sin kx$ and $t_{zz}=0$, both taken at $z=0$. The load is the stress times the slope, and the slope contains $k$.

For the depth, take an isotropic solid with shear modulus $G$ and Poisson ratio $\nu$. Equilibrium holds automatically if

$$t_{xx}=\phi_{zz},\qquad t_{zz}=\phi_{xx},\qquad t_{xz}=-\phi_{xz},$$

where subscripts on $\phi$ are derivatives. Since $e_{yy}=0$, Hooke's law reads

$$2Ge_{xx}=t_{xx}-\nu T,\quad 2Ge_{zz}=t_{zz}-\nu T,\quad 2Ge_{xz}=t_{xz},\quad T=t_{xx}+t_{zz}.$$

Strains derived from a displacement satisfy $\partial_z^2e_{xx}+\partial_x^2e_{zz}=2\partial_x\partial_z e_{xz}$. Inserting the stresses gives

$$\phi_{zzzz}+\phi_{xxxx}-\nu\nabla^4\phi=-2\phi_{xxzz},$$

or $(1-\nu)\nabla^4\phi=0$. With $\phi=f(z)\cos kx$ this is $(d^2/dz^2-k^2)^2f=0$. The solutions that vanish deep in the solid are $f=(a+bz)e^{kz}$, so the lateral period fixes the decay length $1/k$.

At the surface $t_{zz}=-k^2f\cos kx=0$ requires $a=0$. Also $t_{xz}=kf'\sin kx$ equals $kb\sin kx$ there, so $b=-sA$. Differentiating,

$$\begin{aligned}
t_{xx}&=-sAk(2+kz)e^{kz}\cos kx,\\
t_{zz}&=sAk(kz)e^{kz}\cos kx,\\
t_{xz}&=-sAk(1+kz)e^{kz}\sin kx .
\end{aligned}$$

At a crest $t_{xx}=-2sAk$, opposite to $s$: crests relax, and troughs concentrate stress.

**Q:** Do the two factors now give the linear law, with its coefficient?

**A:** Yes. Hooke's law turns the stored density $\tfrac12 eCe$ into

$$q=\frac{t_{xx}^2+t_{zz}^2+2t_{xz}^2-\nu T^2}{4G},\qquad T=-2sAk\,e^{kz}\cos kx .$$

Averaging over $x$ replaces $\cos^2$ and $\sin^2$ by $1/2$. With $\zeta=-kz$, the bracket is $(2-\zeta)^2+\zeta^2+2(1-\zeta)^2-4\nu$, so

$$\bar q=\frac{s^2A^2k^2}{8G}\,e^{-2\zeta}\left(6-4\nu-8\zeta+4\zeta^2\right).$$

The integrals of $e^{-2\zeta}$ times $1,\zeta,\zeta^2,\zeta^3$ from zero to infinity are $\tfrac12,\tfrac14,\tfrac14,\tfrac38$. The depth integral therefore supplies $1/k$ times $(3-2\nu)-2+1=2(1-\nu)$. Ending it at $z=0$ instead of $h$ has no effect at order $A^2$. The relief per unit area is

$$R=\frac{(1-\nu)s^2A^2k}{4G}.$$

The mean depth of the stored energy needs one more power of $\zeta$. Its numerator is $(6-4\nu)/4-2+3/2=1-\nu$, and dividing by $2(1-\nu)$ gives $1/(2k)$, whatever $\nu$ is. Hence

$$R=\underbrace{\frac{(1-\nu)s^2A^2k^2}{2G}}_{\text{density}}\times\underbrace{\frac1{2k}}_{\text{depth}} .$$

The formulas contain neither $\hbar$ nor the electron mass, so they read the same in atomic units.

**Q:** How do I know that the depth is the cause, and not just a convenient way to split the answer?

**A:** Take the depth away. Bond a layer of thickness $H$ to a rigid base, with $A\ll H\ll1/k$. The surface load is still $sh'$. It gives $u_x\sim sAkH/G$, hence $t_{xx}\sim Gku_x\sim sAk(kH)$. By horizontal equilibrium, $t_{xz}$ then changes across the layer by about $kHt_{xx}\sim sAk(kH)^2$, which is negligible. Vertical equilibrium likewise gives a small $t_{zz}\sim sAk(kH)$. The shear is uniform through the layer, its density is $t_{xz}^2/(2G)$, and the mean of $t_{xz}^2$ is $s^2A^2k^2/2$. Thus

$$R_{\rm thin}=\frac{s^2A^2k^2}{4G}\,H .$$

The density still goes as $k^2$, but the mean depth is stuck at $H/2$, and the linear law is gone.

I followed the change from one regime to the other with a finite-element solution on the rippled shape, subtracting the energy of the flat layer. The values of $s$, $G$, $H$, $\nu=0.25$ and $A=0.002H$ were held fixed, and only $k$ varied.

| $kH$ | $R$ in $s^2A^2/(GH)$ | mean depth$/H$ |
|---|---|---|
| 0.03 | 0.000225 | 0.500 |
| 0.06 | 0.000897 | 0.498 |
| 1 | 0.144 | 0.291 |
| 2 | 0.337 | 0.191 |
| 8 | 1.50 | 0.0625 |
| 16 | 3.00 | 0.0312 |

Over the three successive pairs the relief grows with exponents 2.00, 1.23 and 1.00. In the last pair the density (relief divided by mean depth) has exponent 2.00 and the depth $-1.00$.

**Q:** So is the energy lost throughout that skin of depth $1/k$?

**A:** No, and here the picture can mislead. At any level below the troughs, $e_{xx}=\partial_xu_x$ averages to zero because $u_x$ is periodic. What remains is the positive quadratic term, so the energy down there rises.

The loss sits in the ripple itself. Between the trough level $-A$ and the surface, the first-order change is $s\,e_{xx}(x,0)\,(h+A)$ per unit area. The part with constant $A$ averages to zero. From Hooke's law at $z=0$, $e_{xx}=-(1-\nu)sAk\cos kx/G$, so

$$\langle h\,s\,e_{xx}\rangle=-\frac{(1-\nu)s^2A^2k}{2G}=-2R .$$

Crests contain extra material at lowered density. Troughs have raised density but are missing material. The ripple layer loses $2R$, the solid below gains $R$, and the net change is $-R$. The sign of $s$ does not matter, as long as the slope load is the only load on the surface.

A finite-element run with $\nu=0.25$ and $kA=0.004$, divided at a depth of $0.008/k$, gave $+0.974R$ below the cut and $-1.974R$ above it. The shortfall from 1 and 2 is the stored energy lying between the surface and the cut.

**Q:** What does this mean for an InSb film on an AlInSb (001) buffer?

**A:** Take rough typical inputs: $C_{11},C_{12},C_{44}=67,37,30$ GPa, misfit $m=-1\%$, film thickness 8 nm and surface energy $g=4$ eV/nm². I choose a ripple with $A=1$ nm and wavelength 500 nm.

Zero vertical stress requires $C_{11}e^0_{zz}=-2C_{12}m$ for the uniform vertical strain $e^0_{zz}$, so

$$s=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)m=-0.631\ \text{GPa}.$$

For the ripple's response I use the isotropic average of the stiffness over orientations. It gives $G=(C_{11}-C_{12}+3C_{44})/5=24$ GPa and $\nu=0.282$. With $k=2\pi/(500\ \text{nm})=0.01257$ nm⁻¹,

$$R=\frac{0.718\,(0.631\ \text{GPa})^2(1\ \text{nm})^2(0.01257\ \text{nm}^{-1})}{4\,(24\ \text{GPa})} .$$

One GPa is $10^{-18}$ J/nm³, and conversion to electronvolts gives $R=2.3\times10^{-4}$ eV/nm², or $2.3\times10^{-6}$ eV/Å². As density times depth, this is $5.9\times10^{-6}$ eV/nm³ times 40 nm. Halving the wavelength at the same amplitude multiplies the density by four and halves the depth, so $R$ doubles to $4.7\times10^{-4}$ eV/nm².

**Q:** But 40 nm is far below my 8 nm film. The buffer is not even strained.

**A:** It need not be. The drive is $\int s\,e_{xx}\,dV$, and its buffer part vanishes because $e_{xx}$ averages to zero at each level there. The buffer must only deform like the film down to a few times $1/k$, which is 80 nm here, and the troughs must not cut through the film. Under a thinner buffer, the stiffness of the substrate enters.

**Q:** Will the ripple then lower the total energy?

**A:** It must also pay for new surface. Take $g$ to be the same at every slope. The extra length per unit length is $\sqrt{1+h'^2}-1\simeq h'^2/2$, with mean $A^2k^2/4$. The cost is therefore $gA^2k^2/4=1.6\times10^{-4}$ eV/nm², and the net change, computed from the unrounded values, is $-0.8\times10^{-4}$ eV/nm². Since the cost grows as $k^2$ and the relief as $k$, relief wins below

$$k_c=\frac{(1-\nu)s^2}{Gg},$$

that is, for wavelengths above about 340 nm (3400 Å). This says which ripples are favoured by energy, not how fast they grow.

On a real crystal $g$ depends on slope. If it varies smoothly around (001), $g+g''$ replaces $g$ in the cost and in $k_c$, where $g''$ is the second derivative with respect to the surface angle. If (001) is a true facet, tilting it creates steps, whose energy grows as $|h'|$. That cost goes as $Ak$ and the relief as $A^2k$, so a ripple of small enough amplitude does not pay at any wavelength. The 340 nm applies only to a surface without such a facet and with $g''$ small compared with $g$. This limit matters for the example, because III–V (001) surfaces commonly grow as terraces and steps. With steps 0.324 nm high, the 1 nm ripple needs about $4A/(0.324\ \text{nm})\approx12$ steps per wavelength. A step energy of $R\,(500\ \text{nm})/12\approx0.01$ eV/nm already cancels the whole relief.

**Q:** How far should I trust these numbers for a real film?

**A:** As estimates. In finite-element runs at fixed $s$, the cubic stiffness changes $R$ by $+12\%$ for a ripple varying along [100] and by $-3.5\%$ along [110]. A buffer 8% stiffer than the film changes it by $-5\%$. If the moduli soften by a rough $10^{-4}$ per kelvin, going from 300 to 650 K at fixed misfit takes off another 3.5%. Surface stress, if similar in size to $g$, adds a load $gAk^2$, about 1.3% of the slope load $|s|Ak$. Its cross term with the slope load changes $R$ by about 0.8%, downward for a tensile surface stress on a compressed film and upward if $s$ is tensile. The net energy is a difference, about a third of $R$, so a given percentage error in $R$ becomes about three times as large there. Anisotropy, the stiffer buffer and softening place the critical wavelength between about 300 and 380 nm. The surface energy is uncertain too, and the critical wavelength is proportional to it.

Thermal energy at 650 K is 0.056 eV, against a net lowering of 19 eV in one square wavelength, after paying for the surface, taken as smooth and free of step costs. Steepness is no concern here, with $kA=0.013$. At $kA=0.3$, a finite-element run with $\nu=0.25$ gave 6% less relief than the formula.

The numbers also assume a coherent film, free of misfit dislocations. One estimate of when this fails balances the work of the film stress on a 60° dislocation against its logarithmic line energy, taken here from isotropic dislocation theory without derivation:

$$\frac{|s|\,h_cb}{2}=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac{h_c}{b}+1\right].$$

With Burgers vector $b=0.458$ nm, the critical thickness $h_c$ is about 16 nm, above the 8 nm film. The margin depends on convention. Dropping the core term $+1$ gives about 12 nm. Using $G=(C_{11}-C_{12})/2$ and $\nu=C_{12}/(C_{11}+C_{12})$ gives about 10 nm, or 6.5 nm without the $+1$. Coherence is therefore likely but not assured. If a thicker film lost half its misfit to dislocations, $s$ would halve, $R$ would fall to a quarter, and the critical wavelength would grow fourfold. The 500 nm ripple would then no longer pay for its surface.
